Peak Concentration and Active Dose of a Gaussian Arsenic Implant in Silicon

**Problem**

Arsenic is implanted into silicon with a dose Φ = 1 × 10¹⁵ cm⁻². The depths at which the ions stop follow a Gaussian with standard deviation σ = 5 nm and mean depth R = 15 nm. The dose is the area under the complete Gaussian, and the implant is uniform along the surface.

(a) Derive the peak chemical concentration, which counts all arsenic atoms whether or not they are electrically active, and calculate it.

(b) How does the peak respond to an error in σ, and what would it be if 5 nm were the full width at half maximum?

(c) How much of the Gaussian lies outside the solid, and how does the peak change if Φ means the dose retained in the solid?

(d) Estimate the change of the peak if the profile has skewness 0.5 and, separately, if the Gaussian is annealed for t = 1 s with a constant diffusivity D = 1 × 10⁻¹³ cm²/s.

(e) Suppose that the active concentration cannot exceed c = 2 × 10²⁰ cm⁻³. What fraction of the dose is active before and after the diffusion in (d)?

**Solution**

**(a) The peak**

Let x be the depth below the surface and n_p the unknown peak concentration. The profile is

n(x) = n_p exp[−(x − R)²/(2σ²)].

A thin layer of thickness dx holds n(x) dx atoms per unit area, so the dose is the integral of n over depth. With z = (x − R)/σ and dx = σ dz,

Φ = n_p σ I, where I = ∫ exp(−z²/2) dz from −∞ to ∞.

To find I, multiply two copies of the integral, with variables a and b, and use polar coordinates in the (a, b) plane:

I² = ∬ exp[−(a² + b²)/2] da db = 2π ∫₀^∞ r exp(−r²/2) dr.

The substitution w = r²/2, dw = r dr turns the last integral into ∫₀^∞ exp(−w) dw = 1. Since I is positive, I = √(2π), and

n_p = Φ/(√(2π) σ).

The parameter σ is indeed the standard deviation. Integration by parts gives

∫ z² exp(−z²/2) dz = [−z exp(−z²/2)] + ∫ exp(−z²/2) dz = I,

because the bracket vanishes at both ends. The mean of z² is therefore 1, and the variance of x is σ².

No physical constant appears, so the formula reads the same in atomic units. For the numbers, lengths must be in one unit: σ = 5 nm = 5 × 10⁻⁷ cm. Then

n_p = (1 × 10¹⁵ cm⁻²)/(2.507 × 5 × 10⁻⁷ cm) = 7.98 × 10²⁰ cm⁻³,

or 0.798 nm⁻³. The product √(2π) σ = 12.5 nm is the thickness of a uniform layer that would hold the same dose at the peak concentration.

Silicon has 4.99 × 10²² lattice sites per cm³, so there are about 1.6 arsenic atoms per 100 silicon sites at the peak. This ratio does not say how many of the arsenic atoms occupy lattice sites.

**(b) The meaning and accuracy of the width**

At fixed dose n_p is proportional to 1/σ, so for small changes

δn_p/n_p = −δσ/σ.

For larger changes the full formula is needed. With the dose held fixed, σ = 4 nm gives 9.97 × 10²⁰ cm⁻³ and σ = 6 nm gives 6.65 × 10²⁰ cm⁻³. The changes are unequal because 1/σ is not linear in σ.

The half-maximum points satisfy

exp[−(x − R)²/(2σ²)] = 1/2, so |x − R| = σ√(2 ln 2).

The full width at half maximum is twice this distance:

W = 2√(2 ln 2) σ = 2.355σ = 11.8 nm.

If W itself were 5 nm, σ would be smaller by the factor 2.355 and the peak larger by the same factor, 1.88 × 10²¹ cm⁻³.

**(c) The surface**

The solid occupies x > 0, which means z > −R/σ. The fraction of the Gaussian inside it is

F = (1/√(2π)) ∫ exp(−z²/2) dz from −R/σ to ∞.

The half with z > 0 contributes 1/2. By symmetry the remainder equals the integral from 0 to R/σ. With z = √2 v and the definition erf(q) = (2/√π) ∫₀^q exp(−v²) dv, it becomes

(1/√(2π)) × √2 × (√π/2) erf[R/(√2 σ)] = ½ erf[R/(√2 σ)].

Therefore

F = ½{1 + erf[R/(√2 σ)]}.

Here R/σ = 3, and the fraction outside is 1 − F = 0.135%. If Φ denotes the retained dose, the complete Gaussian must have area Φ/F, and the peak becomes

n_p = Φ/(F√(2π) σ) = 7.99 × 10²⁰ cm⁻³.

The distinction is negligible for this implant. It matters when R is comparable with σ. In the limit R → 0, F tends to 1/2, and a given retained dose requires twice the peak.

**(d) Skewness and diffusion**

*Skewness.* A positive skewness γ means a longer tail towards greater depth. One profile with this property is a shifted gamma distribution. Let y ≥ 0 be the depth measured from its starting point, with probability density

p(y) = y^(k−1) exp(−y/θ)/[Γ(k) θ^k].

Its moments are ⟨y^m⟩ = θ^m Γ(k + m)/Γ(k). The first three are kθ, k(k + 1)θ² and k(k + 1)(k + 2)θ³. The variance is

k(k + 1)θ² − k²θ² = kθ²,

and the third central moment is

[k(k + 1)(k + 2) − 3k²(k + 1) + 2k³]θ³ = 2kθ³.

The skewness is the third central moment divided by the cube of the standard deviation:

γ = 2kθ³/(k^(3/2) θ³) = 2/√k.

Hence k = 4/γ² = 16. Matching the standard deviation requires θ = σ/√k = γσ/2 = 1.25 nm.

At the maximum, d(ln p)/dy = (k − 1)/y − 1/θ = 0, so y = (k − 1)θ. This lies θ below the mean kθ, and the peak is therefore at depth R − θ = 13.75 nm. Inserting y into p, multiplying by Φ and using 1/θ = √k/σ gives

n_skew = Φ√k (k − 1)^(k−1) exp[−(k − 1)]/[σ Γ(k)] = 8.19 × 10²⁰ cm⁻³.

This is 2.7% above the Gaussian peak. The figure belongs to the gamma shape, because skewness alone does not fix the peak: a skew-normal profile with the same mean, standard deviation and skewness has a peak 4.8% above the Gaussian one. The comparison holds Φ, R and σ fixed and, as in (a), counts the area of the complete distribution.

*Diffusion.* For constant D the concentration obeys ∂n/∂t = D ∂²n/∂x². Try a Gaussian of fixed area whose standard deviation s depends on time, and write u = x − R:

n = Φ/(√(2π) s) exp[−u²/(2s²)].

Its derivatives are

∂n/∂t = n (1/s)(ds/dt)(u²/s² − 1),

∂²n/∂x² = (n/s²)(u²/s² − 1).

The same bracket appears in both, so the diffusion equation holds at every depth if s ds/dt = D. This is d(s²)/dt = 2D, and with s = σ at t = 0,

s² = σ² + 2Dt.

In nanometres D = 10 nm²/s, so

s = √(25 + 20) nm = 6.71 nm,

n_anneal = Φ/(√(2π) s) = 5.95 × 10²⁰ cm⁻³.

The peak falls by 25% relative to its as-implanted value. The added length √(2Dt) = 4.5 nm is comparable with σ, which is why a short anneal matters here.

This solution ignores the surface. A finite-difference solution, started from the part of the Gaussian inside the solid and allowing no arsenic to leave through the surface, also gives 5.95 × 10²⁰ cm⁻³. The approximation would fail once s became comparable with R.

**(e) The active dose**

In the ceiling model the active concentration is the smaller of n and c. A real implant is largely inactive until it is annealed, so "before diffusion" here means an ideal activation that leaves the profile unchanged. Let h be the distance from the peak at which n = c:

n_p exp[−h²/(2σ²)] = c, so h = σ√[2 ln(n_p/c)].

This requires c < n_p; otherwise the whole dose is active. Between −h and h the active concentration is c, which contributes 2hc. The two outer parts are fully active and contribute

2n_p ∫ exp[−u²/(2σ²)] du from h to ∞.

With u = √2 σv and erfc(q) = (2/√π) ∫ exp(−v²) dv from q to ∞, this equals

2n_p × √2 σ × (√π/2) erfc[h/(√2 σ)] = Φ erfc[h/(√2 σ)],

since n_p√(2π) σ = Φ. The active dose is

A = 2hc + Φ erfc[h/(√2 σ)].

As c approaches n_p from below, h tends to zero, erfc tends to 1 and A tends to Φ, as it should.

Before diffusion n_p/c = 3.99 and h = 8.32 nm. The clipped region contributes

2hc = 2 × 8.32 × 10⁻⁷ cm × 2 × 10²⁰ cm⁻³ = 3.33 × 10¹⁴ cm⁻².

The outer parts add 0.96 × 10¹⁴ cm⁻², so A = 4.29 × 10¹⁴ cm⁻², or 43% of the dose.

After diffusion σ is replaced by s and n_p by the annealed peak. The result is A = 5.36 × 10¹⁴ cm⁻², or 54% of the dose. This uses the complete Gaussian; with the no-flux surface of the finite-difference solution in (d) the fraction is slightly lower, 53%. The active dose rises although the chemical peak falls. To see why, differentiate A with respect to s at fixed Φ and c. The boundary h also moves, but its motion adds 2c dh to the clipped part and removes the same amount from the outer parts. What remains is the growth of the outer parts at fixed h. Their content is Φ erfc[h/(√2 s)], and its derivative is

dA/ds = Φ × (2/√π) exp[−h²/(2s²)] × h/(√2 s²) = 2hc/s > 0.

The last equality uses n(h) = Φ exp[−h²/(2s²)]/(√(2π) s) = c. Broadening therefore moves atoms from the region above the ceiling into regions where they can be active.

This assumes, as (d) does, that inactive arsenic diffuses as fast as active arsenic. In real silicon inactive arsenic can be bound in clusters or precipitates, and how far it moves depends on its form and on the anneal. In another limit, the excess above c is immobile but dissolves fast enough to keep the active concentration at c wherever excess remains, and the active arsenic has the same D. The active concentration is then flat around the peak, so no arsenic flows away from there. The chemical peak does not fall during this anneal, and a numerical solution gives an active fraction of only about 47%. If the excess does not dissolve at all, the active fraction stays at 43%.

**How the model compares with a real implant**

The chosen depth and width are rough, illustrative values for a shallow arsenic implant. The skewness, active ceiling and diffusivity are also rough values, the last for heavily doped silicon near 1300 K. For these inputs, and if all the arsenic is mobile, diffusion changes the chemical peak by about a quarter, more than surface loss or skewness does. That figure is sensitive to D: D = 3 × 10⁻¹⁴ cm²/s gives a fall of about 10% and D = 3 × 10⁻¹³ cm²/s about 45%, and a factor of three in D corresponds to only some tens of kelvin in anneal temperature. The constant diffusivity is itself a simplification: arsenic diffuses faster where its concentration is high, so a real annealed profile need not remain Gaussian. Transient enhancement of diffusion by implant damage and loss of arsenic to a surface oxide are not included. The active limit depends on the thermal history, which makes the fractions in (e) estimates.

Ions channelled along open crystal directions can form a deep tail, which is not included above. If a fraction f of the dose goes into the tail while the main part keeps its σ, the peak of the main part falls by the fraction f. Sputtering of the surface is also left out. Carrier degeneracy does not enter the chemical peak, which follows from counting atoms. The numerical output lists the values to more digits than these rough inputs justify for a real device.

Computed results

```
INPUTS
dose: 1e+15 cm^-2
dose, converted: 10 nm^-2
standard deviation: 5 nm
mean depth (rough): 15 nm
active ceiling (rough): 2e+20 cm^-3
effective diffusivity (rough): 1e-13 cm^2/s
anneal time: 1 s
skewness (rough): 0.5
PEAK
shape integral / sigma, by quadrature: 2.50663
sqrt(2 pi): 2.50663
equivalent box width: 12.53 nm
peak chemical concentration: 7.979e+20 cm^-3
peak, converted: 0.7979 nm^-3
full width at half maximum: 11.77 nm
peak if 5 nm were the full width: 1.879e+21 cm^-3
ratio of that mistaken peak to the true one: 2.355
peak for sigma = 4 nm: 9.974e+20 cm^-3
peak for sigma = 6 nm: 6.649e+20 cm^-3
silicon site density: 4.994e+22 cm^-3
peak / silicon site density: 1.6 %
NEGLECTED EFFECTS
Gaussian fraction outside the surface: 0.135 %
peak if dose means retained dose: 7.99e+20 cm^-3
peak of skewed profile: 8.195e+20 cm^-3
change of peak by skewness: 2.71 %
depth of skewed peak: 13.75 nm
diffusion length sqrt(2Dt): 4.472 nm
standard deviation after anneal: 6.708 nm
peak after anneal, formula: 5.947e+20 cm^-3
peak after anneal, finite differences: 5.947e+20 cm^-3
change of peak by anneal: -25.5 %
ACTIVATION (CEILING MODEL)
peak / active ceiling: 3.989
clipped half-width, as implanted: 8.318 nm
active dose, no diffusion: 4.289e+14 cm^-2
active fraction, no diffusion: 42.9 %
active dose, after diffusion: 5.36e+14 cm^-2
active fraction, after diffusion: 53.6 %
```
